Choosing the layer count in tight-binding calculations of silicon valley splitting

**What goes wrong at a single thickness**

A tight-binding film of 58 silicon layers between two hard walls has a valley splitting of 0.42 meV at zero field. With one more layer the result is 0.10 meV, and with two more it is 0.34 meV. Read as a convergence study, this looks like a failure of the solver. Read at one thickness, any of the three numbers could be taken for "the" splitting of an 8 nm film. Both readings are wrong: the splitting is an interference between two walls, and the layer count sets its phase.

This guide concerns the number of atomic layers in such a calculation, together with two linked choices, the range of the hopping and the termination at the oxide. It treats one electron in a flat (001) film with one orbital per layer. Algebra is in atomic units; numbers are in nm, eV or meV, and MV/cm.

**Why the hopping must reach the second neighbour**

Let the layers be spaced by d, with on-site energy ε and hoppings v and u > 0 to first and second neighbours:

εψ_n + v(ψ_{n+1} + ψ_{n−1}) + u(ψ_{n+2} + ψ_{n−2}) = Eψ_n.

A wave exp(iφn) has energy E = ε + 2v cos φ + 2u cos 2φ. Using cos 2φ = 2cos²φ − 1 and completing the square gives

E − Emin = 4u(cos φ − cos φ0)², cos φ0 = −v/(4u).

For |v| < 4u there are two minima, at φ = ±φ0. These are the two valleys. With u = 0 the band is a single cosine, whose minimum lies at φ = 0 or π, so a first-neighbour chain has no valley pair to split.

Near a minimum, cos φ − cos φ0 ≈ −sin φ0 (φ − φ0). With φ − φ0 = kd the energy is Tk², where

T = 1/(2m) = 4u d² sin²φ0.

The valley position and the mass therefore fix both hoppings. The inputs, chosen close to silicon, are a lattice constant a = 0.543 nm, a valley at 0.85 × 2π/a and a longitudinal mass of 0.92. They give d = a/4 = 0.13575 nm, φ0 = 0.425π = 1.3352 and T = 0.04141 eV nm². Then

u = 0.04141/(4 × 0.13575² × 0.9724²) = 0.594 eV,
v = −4 × 0.594 × 0.2334 = −0.555 eV.

The sign of v is a convention. Replacing ψ_n by (−1)^n ψ_n reverses it and leaves every energy unchanged.

**What the termination does**

Layers 1 to N are kept and the rest removed. The equation for layer 2 then lacks uψ_0, and that for layer 1 lacks vψ_0 + uψ_{−1}. The bulk equation can still be used everywhere if

ψ_0 = ψ_{−1} = 0, and likewise ψ_{N+1} = ψ_{N+2} = 0.

Each effective wall lies midway between its two empty layers. The distance between walls is therefore L = N + 2 layers, and the width is W = Ld.

Two different waves φ1 and φ2 share an energy if cos φ1 + cos φ2 = 2cos φ0. Write φ1 = φ̄ + q and φ2 = φ̄ − q. The sum of the cosines gives

cos φ̄ cos q = cos φ0.

Their difference is −2 sin φ̄ sin q, and cos φ1 − cos φ0 is half of it, so

E − Emin = 4u sin²φ̄ sin²q.

Count layers from the film centre, m = n − (N+1)/2. An even state A cos φ1m + B cos φ2m must vanish at m = M and M + 1, where M = (N+1)/2 and 2M + 1 = L. Non-zero A and B require

cos(φ1M) cos(φ2(M+1)) − cos(φ2M) cos(φ1(M+1)) = 0.

Turn each product into a sum of cosines. The first has arguments Lφ̄ − q and Lq − φ̄, the second Lφ̄ + q and Lq + φ̄:

cos(Lφ̄ − q) − cos(Lφ̄ + q) + cos(Lq − φ̄) − cos(Lq + φ̄) = 0.

The first pair equals 2 sin(Lφ̄) sin q and the second 2 sin(Lq) sin φ̄. For odd states sines replace cosines, which reverses the sign of the first pair. Hence

sin(Lq) sin φ̄ = ∓ sin(Lφ̄) sin q,

with the upper sign for even states. This rule is exact for the field-free chain. For N = 48 to 87 it reproduced the two lowest levels, with their parities, to 5 × 10⁻¹⁶ eV.

For a thick film put q = π/L + η with η small. Then sin(Lq) = −sin(Lη) ≈ −Lη. On the right-hand side sin q ≈ π/L and φ̄ ≈ φ0, so

η = ± π sin(Lφ0)/(L² sin φ0).

The energy is 4u sin²φ0 q² to this order, and the two values of q² differ by 4(π/L)|η|. The splitting at zero field is

E_VS = 16π²u sin φ0 |sin(Lφ0)|/L³.

The next correction comes from φ̄. Since cos φ̄ = cos φ0/cos q ≈ cos φ0(1 + q²/2), φ̄ lies below φ0 by q² cot φ0/2. With q = π/L, the phase Lφ0 becomes

Lφ0 − π² cot φ0/(2L).

**The same result as an interference of two walls**

The chain formula does not show what an electric field will do. An effective-mass description does. Measure x in layers from the left wall midplane and write

ψ = G₊(x) exp(iφ0x) + G₋(x) exp(−iφ0x),

with envelopes that vary slowly over a layer. The empty layers are at x = ±1/2. With w = exp(iφ0/2) and first-order expansion of the envelopes about x = 0,

(G₊ + G₊'/2)w + (G₋ + G₋'/2)w* = 0,
(G₊ − G₊'/2)w* + (G₋ − G₋'/2)w = 0.

Adding and subtracting these, with t = tan(φ0/2), gives

G₊ + G₋ = −(i/2)t (G₊' − G₋'),
G₊ − G₋ = (i/2)(1/t)(G₊' + G₋').

Now take half the sum and half the difference, and use 1/t − t = 2cot φ0 and 1/t + t = 2/sin φ0:

G₊ = (i/2)[cot φ0 G₊' + G₋'/sin φ0],
G₋ = −(i/2)[G₊'/sin φ0 + cot φ0 G₋'].

The wall thus mixes the valleys through the slope of the envelope.

To find the energy, let F be the real, normalized ground envelope in a potential V, with −TF'' + VF = E0F and F = 0 at both walls. To leading order G± = a±F inside the film. Multiply the equation for G₊ by F and integrate by parts. In layer units T becomes 4u sin²φ0, and the left wall contributes

−4u sin²φ0 F'(0)G₊(0) = −2iu sin φ0 F'(0)² (cos φ0 a₊ + a₋).

The a₊ term is imaginary and cannot be an energy. It is cancelled by the cubic term of the band. The third derivative of E at φ0 is 24u sin φ0 cos φ0, so the + valley has the extra operator 4iu sin φ0 cos φ0 d³/dx³. Because ∫FF''' dx = −∫F'F'' dx, its left-wall part is +2iu sin φ0 cos φ0 F'(0)² a₊, the required opposite.

The a₋ term remains. In ordinary length units, with P0 = T F'(0)², the quantity 4u sin²φ0 F'(0)² becomes P0d. The left wall therefore couples the valleys by −(i d/(2 sin φ0))P0.

At the right wall the mirror image exchanges the valleys, which reverses the sign. Measuring the valley waves from x = L instead of x = 0 adds a factor exp(−2iLφ0). With PW = T F'(W)², the total coupling is

K = −(i d/(2 sin φ0)) [P0 − PW exp(−2iLφ0)].

Two degenerate levels coupled by K lie at E0 ± |K|, so

E_VS = (d/sin φ0) |P0 − PW exp(2iLφ0)|.

At zero field F = (2/W)^{1/2} sin(πz/W), and P0 = PW = 2π²T/W³. The modulus is then 2P0|sin(Lφ0)|. Inserting T = 4ud² sin²φ0 and W = Ld recovers the chain result, factor included.

**What a field changes**

Multiply the envelope equation by 2F' and integrate across the film. The terms in F² vanish at the walls, which leaves

P0 − PW = ∫V'F² dz.

P is the force with which the electron presses on a wall. For a uniform field, V = fz and P0 − PW = f. Two consequences follow within the leading-order formula.

First, the modulus cannot be smaller than P0 − PW, so the splitting does not fall below f d/sin φ0 at any thickness. A field lifts the near-zeros to at least this floor, which grows in proportion to the field.

Second, once the film is at least about five times wider than the field length (T/f)^{1/3}, PW becomes negligible and

E_VS = f d/sin φ0.

The thickness has dropped out. For fields of 0.1 and 0.01 MV/cm, in films of 200 and 400 layers, the chain result divided by this formula was 1.0007 and 1.0001.

**Reading a thickness scan**

The splittings below are in meV, from the chain, with the phase formula in brackets.

N = 58: zero field 0.422 (0.422); 0.03 MV/cm 0.556 (0.556)
N = 59: zero field 0.101 (0.094); 0.03 MV/cm 0.428 (0.426)
N = 60: zero field 0.337 (0.341); 0.03 MV/cm 0.507 (0.508)
N = 62: zero field 0.199 (0.205); 0.03 MV/cm 0.450 (0.451)
N = 64: zero field 0.044 (0.050); 0.03 MV/cm 0.421 (0.421)

For N = 58, L = 60 and Lφ0 = 25.5π, so the sine has modulus 1 and

E_VS = 16π² × 0.5942 × 0.9724/60³ = 4.22 × 10⁻⁴ eV.

For N = 59 the phase is 25.925π and the sine falls to 0.233. The leading formula is 7% below the chain there, because a small phase error matters most near a zero. The correction π² cot φ0/(2L) = 0.019 raises the sine to 0.252 and the splitting to 0.101 meV, as in the chain.

At 0.03 MV/cm the floor f d/sin φ0 is 0.419 meV, and the lowest entry, 0.421 meV, lies just above it.

Over L = 50 to 89 at zero field, the splitting divided by 16π²u sin φ0/L³ differed from |sin(Lφ0)| by at most 0.023, and by at most 0.0021 with the phase correction. Over 40 thicknesses, N = 58 to 97, at fields of 0, 0.01, 0.03 and 0.1 MV/cm, the phase formula differed from the chain by at most 1.9% of (d/sin φ0)(P0 + PW), the largest splitting that the walls could give.

**Guidance for the settings**

*Step the thickness by single layers.* The oscillation period is π/φ0 = 2.35 layers, or 0.32 nm. A scan in steps of two layers advances the phase by 0.85π, which |sin| cannot distinguish from −0.15π. It shows a false period of 2/0.15 = 13.3 layers. The entries for N = 58, 60, 62 and 64 fall smoothly for this reason and suggest a slow trend that is not there. Adding whole cubic cells, four layers each, has the same defect.

*Do not extrapolate raw splittings at zero field.* Their envelope falls as 1/L³ while the phase keeps turning. Compare E_VS L³ with |sin(Lφ0)| instead.

*Check the valley position of the parameter set first.* A shift of 0.01 in the valley fraction changes φ0 by 0.005π. At L = 60 the phase moves by 0.3π, enough to turn a maximum into a middling value. Two parameter sets with equal masses can thus disagree strongly at the same thickness and zero field. In the strong-field limit the valley position enters through 1/sin φ0, which is nearly flat here because φ0 is close to π/2.

*Count the width from the effective walls.* For this termination use N + 2 layers. Using N shifts the phase by 2φ0 = 0.85π. Another termination can have another offset and strength.

*Apply the field of the device before judging the thickness.* If the far wall carries little pressure, a layer more or less hardly matters, and the effort belongs in the description of the occupied interface.

**A device case and its limits**

Take N = 58, W = 8.15 nm and 0.1 MV/cm, so f = 0.01 eV/nm. The field length is (0.04141/0.01)^{1/3} = 1.6 nm, about one fifth of the film. The wall forces, divided by the electron charge, are 0.10024 and 0.00024 MV/cm. Since exp(2iLφ0) = −1 at this thickness, they add:

E_VS = 0.010048 × 0.13575/0.9724 = 1.403 × 10⁻³ eV.

The chain gives 1.404 meV and the strong-field formula 1.396 meV. In atomic units the splitting is about 5.2 × 10⁻⁵ hartree.

The agreement tests the mathematics of the flat model, not its account of an oxide. Three changes, each made alone with the film and field held fixed, show where the model is fragile.

A finite barrier of roughly 3.1 eV, with the silicon hoppings kept in the oxide, gives 1.403 meV and a probability of 1.2 × 10⁻⁴ in the oxide. For this film and field, lowering the barrier from infinite to 3.1 eV hardly matters. At zero field it can matter much more near a zero of the sine, because penetration into the oxide shifts the interference phase. The calculation says nothing about real interface bonds, which differ from silicon hoppings.

Image charges matter more. With permittivities set to 11.7 in the film and 3.9 in the oxide, and the first image in each wall, with the image planes at the effective walls (1.5 layer spacings from the outermost kept layers), the splitting falls to 0.80 meV. The images repel the electron from the oxide, which lowers ∫V'F² dz and with it the wall force; this accounts for the direction of the change. The size is less certain, because the calculation uses the classical image potential right up to the first layers, where it varies sharply and its form is doubtful. Placing the image planes 0.5 or 2.5 spacings from the outermost layers instead gives 0.47 or 0.93 meV.

With the settings used here, an interface step under the centre of the dot matters most of the three; a step nearer the edge of the dot matters less. Moving the occupied wall by one layer turns the phase of its coupling by 2φ0. If a rigid lateral envelope lies half on each side of such a step, the coupling is multiplied by |1 + exp(2iφ0)|/2 = |cos φ0| = 0.233. A two-dimensional calculation with a transverse mass of 0.19 and a harmonic dot of 10 meV orbital energy gave 0.33 meV, a ratio of about 0.24 (0.235 on a lateral mesh of 1 nm, 0.238 on a mesh of 0.27 nm, so the third digit is not converged). The rigid estimate needs an orbital energy well above the splitting, so that the lateral envelope does not adapt to the step, and well below the subband spacing, so that lateral and vertical motion stay separate. The close agreement at 10 meV is one case and not a measure of its general accuracy: the ratio is about 0.26 at both 5 and 20 meV, 0.41 at 2 meV and 0.31 at 40 meV.

Set beside real silicon dots at an oxide, where splittings are roughly tenths of a meV to about one meV, the flat-wall value of 1.4 meV is on the high side. The thin film and the chosen orbital energy are not the cause: the back wall changes the splitting by less than 1%, and the orbital energy does not enter the flat-wall value. For a device with no back oxide close by, the strong-field formula is the relevant limit of this model. That value is proportional to the chosen field. Real devices break the assumption of flat walls, and within the model both the images and a step lower the number, the centred one-layer step by a factor of about four at 10 meV orbital energy and by less at 2 meV. Which effect governs a given device is not shown here. Disorder of several steps, and the bonding at the oxide, are not covered by these estimates.

Other limits are mild in this case. The next subband lies 29 meV above the ground level. The oxide field is 0.30 MV/cm, against a breakdown field of roughly 10 MV/cm. The potential drop across the film is 0.08 eV, far below the gap of roughly 1.1 eV, so the field cannot align the valence band at one wall with the conduction band at the other. The thermal energy at 1 K is 0.086 meV, small beside 1.4 meV but about a quarter of the stepped value, and larger than the zero-field splitting at N = 64. The numerical output that follows gives the remaining layers of the scan.

Table of computed values

```
lattice constant (rough) = 0.543 nm; layer spacing = 0.13575 nm
valley position (rough) = 0.85 x 2pi/a
masses (rough): long. 0.92, transv. 0.19 m_e
valley phase phi0 = 1.3352 rad; sin = 0.9724; cos = 0.2334
T = hbar^2/2m = 0.04141 eV nm^2
hoppings: v = -0.5549 eV, u = 0.5942 eV; on-site = 1.3179 eV
oscillation period = 2.353 layers = 0.319 nm
exact rule, worst level error = 5.3e-16 eV
zero-field law, worst scaled error, L=50-89: 0.0227
  same with phase correction: 0.0021
  L=200-239, no correction: 0.0059
phase model, worst error / (d/sin phi0)(P0+PW) = 0.0183
strong-field ratio chain/formula, 0.1 MV/cm: 1.0007
strong-field ratio chain/formula, 0.01 MV/cm: 1.0001
splitting in meV: N, W(nm), chain/model at 0, chain/model at 0.03 MV/cm
  58 8.145 0.4217 0.4224 0.5561 0.5563
  59 8.281 0.1012 0.0938 0.4276 0.4264
  60 8.417 0.3372 0.3411 0.5065 0.5079
  61 8.552 0.2417 0.2370 0.4640 0.4626
  62 8.688 0.1989 0.2046 0.4496 0.4507
  63 8.824 0.3088 0.3069 0.4861 0.4854
  64 8.960 0.0439 0.0496 0.4205 0.4206
  65 9.095 0.3016 0.3024 0.4788 0.4789
device case: N = 58, W = 8.145 nm, field = 0.10 MV/cm
wall terms: P0 = 0.10024, PW = 0.00024 MV/cm (x e)
splitting, chain = 1.4039 meV
splitting, phase model = 1.4029 meV
splitting, f d/sin(phi0) = 1.3961 meV
next subband above ground = 28.82 meV
barrier (rough) 3.1 eV: splitting = 1.4025 meV
  probability in oxide = 1.22e-04
permittivities (rough): Si 11.7, oxide 3.9
with image charges: splitting = 0.7960 meV
dot orbital energy (chosen) = 10.0 meV
one-layer step under centre: splitting = 0.3301 meV
  ratio to flat = 0.2351; rigid estimate = 0.2334
thermal energy at 1 K = 0.0862 meV
oxide field = 0.30 MV/cm (breakdown roughly 10)
potential drop over film = 0.0815 eV (gap roughly 1.1 eV)
```
